# Why hydrogen n = 2 has no linear Stark effect at weak field: test program

```python
"""Stark effect of hydrogen n = 2 with fine structure and Lamb shift.

Result under test: there is no linear shift at weak field. With 2P1/2 at zero,
2S1/2 at LAMB and 2P3/2 at FINE, the |m_j| = 1/2 levels shift by
  2P1/2: -3 V^2/LAMB
  2S1/2: +3 V^2/LAMB - 6 V^2/(FINE-LAMB)
  2P3/2: +6 V^2/(FINE-LAMB)
where V = e a0 F / h. The quadratic law fails near V = LAMB/(2 sqrt 3).
Energies are frequencies in MHz, fields are in V/cm, unless marked a.u.
"""
from math import factorial, sqrt, pi
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

alpha = const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]
hartree_MHz = const.physical_constants["hartree-hertz relationship"][0] / 1e6
field_au = const.physical_constants["atomic unit of electric field"][0] / 100
DIP = const.e * a0 * 100 / const.h / 1e6      # e a0/h in MHz per (V/cm)
LAMB = 1100.0                                 # rough measured input, MHz
WIDTH = 100.0                                 # rough 2P natural width, MHz


# ---- dipole integral and fine structure from the wavefunctions (a.u.)
def R20(r):
    return (1 - r / 2) * np.exp(-r / 2) / sqrt(2)


def R21(r):
    return r * np.exp(-r / 2) / (2 * sqrt(6))


radial = quad(lambda r: R20(r) * R21(r) * r**3, 0, 80, epsabs=1e-11)[0]
angular = quad(lambda c: 2 * pi * sqrt(1 / (4 * pi)) * c
               * sqrt(3 / (4 * pi)) * c, -1, 1)[0]
z_sp = radial * angular
assert abs(z_sp + 3) < 1e-8

inv_r3 = quad(lambda r: R21(r)**2 / r, 0, 80, epsabs=1e-12)[0]
fine_au = 0.75 * alpha**2 * inv_r3
assert abs(fine_au / (alpha**2 / 32) - 1) < 1e-8


def dirac_energy(n, j):
    k = j + 0.5
    n_eff = n - k + sqrt(k * k - alpha**2)
    return (1 / sqrt(1 + (alpha / n_eff)**2) - 1) / alpha**2


dirac_split = dirac_energy(2, 1.5) - dirac_energy(2, 0.5)
# the remaining difference is of relative order alpha^2
assert abs(fine_au / dirac_split - 1) < 1e-4
FINE = fine_au * hartree_MHz

# ---- all eight n = 2 states: orbitals (s, p+1, p0, p-1) times spin (up, down)
Lz = np.diag([0.0, 1.0, 0.0, -1.0])
Lplus = np.zeros((4, 4))
Lplus[1, 2] = Lplus[2, 3] = sqrt(2)
Sz = np.diag([0.5, -0.5])
Splus = np.array([[0.0, 1.0], [0.0, 0.0]])
LS = np.kron(Lz, Sz) + 0.5 * (np.kron(Lplus, Splus.T) + np.kron(Lplus.T, Splus))
proj_s = np.kron(np.diag([1.0, 0, 0, 0]), np.eye(2))
proj_p = np.eye(8) - proj_s
proj_32 = (2 / 3) * (LS + proj_p)
proj_12 = proj_p - proj_32
assert np.allclose(proj_32 @ proj_32, proj_32)
assert round(np.trace(proj_32)) == 4 and round(np.trace(proj_12)) == 2
z_orb = np.zeros((4, 4))
z_orb[0, 2] = z_orb[2, 0] = z_sp
Z = np.kron(z_orb, np.eye(2))
c12_sq = (Z @ proj_12 @ Z)[0, 0]
c32_sq = (Z @ proj_32 @ Z)[0, 0]
assert abs(c12_sq - 3) < 1e-7 and abs(c32_sq - 6) < 1e-7


def full_levels(F, lamb, fine):
    return np.linalg.eigvalsh(lamb * proj_s + fine * proj_32 + DIP * F * Z)


def matrix3(F, lamb=LAMB, fine=FINE):
    V = DIP * F
    return np.array([[0, sqrt(3) * V, 0],
                     [sqrt(3) * V, lamb, -sqrt(6) * V],
                     [0, -sqrt(6) * V, fine]])


def levels(F):
    return np.linalg.eigvalsh(matrix3(F))


def shifts(F):
    return levels(F) - np.array([0, LAMB, FINE])


for F in (30.0, 500.0, 8000.0):
    reduced = np.sort(np.concatenate([levels(F), levels(F), [FINE, FINE]]))
    assert np.allclose(full_levels(F, LAMB, FINE), reduced, atol=1e-4)

# ---- weak field: quadratic coefficients in MHz/(V/cm)^2, and the exponent
coef = DIP**2 * np.array([-3 / LAMB, 3 / LAMB - 6 / (FINE - LAMB),
                          6 / (FINE - LAMB)])
assert np.allclose(shifts(1.0), coef, rtol=1e-4, atol=0)
exponents = np.log2(np.abs(shifts(2.0) / shifts(1.0)))
assert np.all(np.abs(exponents - 2) < 1e-3)

# ---- removing the splittings brings the linear effect back
slope_no_lamb = full_levels(1.0, 0.0, FINE)[0] / DIP
slope_degenerate = full_levels(1.0, 0.0, 0.0)[0] / DIP
assert abs(slope_no_lamb + sqrt(3)) < 1e-3
assert abs(slope_degenerate + 3) < 1e-6


# ---- close pair alone: range of the quadratic law
def pair_overestimate(F):
    V = DIP * F
    low = np.linalg.eigvalsh([[0, sqrt(3) * V], [sqrt(3) * V, LAMB]])[0]
    return (-3 * V**2 / LAMB) / low - 1


F_c = LAMB / (2 * sqrt(3) * DIP)
for x in (0.3, 1.0, 2.5):
    assert abs(pair_overestimate(x * F_c) - (sqrt(1 + x * x) - 1) / 2) < 1e-8
F10_pair = brentq(lambda F: pair_overestimate(F) - 0.1, 20, 600)
assert abs(F10_pair / F_c - 2 * sqrt(0.1 * 1.1)) < 1e-6


def overestimate(F, i):
    return coef[i] * F**2 / shifts(F)[i] - 1


F10_P = brentq(lambda F: overestimate(F, 0) - 0.1, 20, 600)
F10_S = brentq(lambda F: overestimate(F, 1) - 0.1, 20, 600)
assert overestimate(500.0, 0) > 0.3 and overestimate(500.0, 1) > 0.3


# ---- strong field inside the n = 2 model
def slopes(F):
    step = 1e-3 * F
    return (levels(F + step) - levels(F - step)) / (2 * step * DIP)


assert np.allclose(slopes(1e6), [-3, 0, 3], atol=1e-3)
assert abs(levels(1e6)[1] / (FINE / 3) - 1) < 1e-3

# ---- other shells (a.u.): explicit sum for 2s against a closure bound
powers = range(2, 8)                           # u = r^a exp(-r/2), l = 1
fac = factorial
S = np.array([[fac(a + b) for a in powers] for b in powers], float)
H = np.array([[-0.5 * (a * (a - 1) * fac(a + b - 2) - a * fac(a + b - 1)
                       + fac(a + b) / 4) + fac(a + b - 2) - fac(a + b - 1)
               for a in powers] for b in powers], float)
source = np.array([(fac(b + 2) - fac(b + 3) / 2) / sqrt(6) for b in powers])
scale = 1 / np.sqrt(np.diag(S))
S = S * np.outer(scale, scale)
H = H * np.outer(scale, scale)
E_p, C_p = eigh((H + H.T) / 2, S)
d_sq = (C_p.T @ (source * scale))**2
assert abs(E_p[0] + 1 / 8) < 1e-8 and abs(d_sq[0] - 9) < 1e-6
z2_2s = quad(lambda r: R20(r)**2 * r**4, 0, 80)[0] / 3
z2_2p0 = quad(lambda r: R21(r)**2 * r**4, 0, 80)[0] * 3 / 5
assert abs(d_sq.sum() - z2_2s) < 1e-6
other_2s = np.sum(d_sq[1:] / (-1 / 8 - E_p[1:]))
gap = 1 / 8 - 1 / 18
bound = z2_2p0 / gap
assert other_2s < 0 and abs(other_2s) < (z2_2s - 9) / gap < bound
bound_500 = bound * (500 / field_au)**2 * hartree_MHz
assert bound_500 < 1e-3 * abs(shifts(500.0)[0])


# ---- natural width of the 2P levels
def shift_2s_with_width(F):
    M = matrix3(F).astype(complex)
    M[0, 0] -= 0.5j * WIDTH
    M[2, 2] -= 0.5j * WIDTH
    ev = np.linalg.eigvals(M)
    return ev[np.argmin(np.abs(ev.imag))].real - LAMB


V2 = (2 * DIP)**2
predicted = (3 * V2 / (LAMB + 0.5j * WIDTH)
             - 6 * V2 / (FINE - LAMB - 0.5j * WIDTH)).real
assert abs(shift_2s_with_width(2.0) / predicted - 1) < 1e-4
width_change = shift_2s_with_width(50.0) / shifts(50.0)[1] - 1
assert abs(width_change) < 0.01

# ---- numbers for the text
print(f"Lamb shift L (rough input): {LAMB:.0f} MHz")
print(f"2P width (rough input): {WIDTH:.0f} MHz")
print(f"e a0/h: {DIP:.4f} MHz per V/cm")
print(f"<2s|z|2p0>: {z_sp:.6f} a0")
print(f"<r^-3> in 2p: {inv_r3:.6f} a0^-3")
print(f"fine structure Delta: {FINE:.1f} MHz = {fine_au:.4e} hartree")
print(f"Delta - L: {FINE - LAMB:.1f} MHz")
print(f"squared coupling 2S-2P1/2: {c12_sq:.6f} a0^2")
print(f"squared coupling 2S-2P3/2: {c32_sq:.6f} a0^2")
print(f"coupling sqrt3 e a0/h: {sqrt(3) * DIP:.4f} MHz per V/cm")
print(f"crossover field F_c: {F_c:.1f} V/cm = {F_c / field_au:.3e} a.u.")
for name, c, p in zip(("2P1/2", "2S1/2", "2P3/2"), coef, exponents):
    print(f"{name} quadratic coefficient: {c * 1e3:.4f} kHz/(V/cm)^2")
    print(f"{name} exponent from 1 to 2 V/cm: {p:.5f}")
print(f"2P3/2 part / 2P1/2 part of 2S shift: "
      f"{-2 * LAMB / (FINE - LAMB):.4f}")
print(f"lowest slope, L=0, Delta kept: {slope_no_lamb:.4f} e a0")
print(f"lowest slope, L=Delta=0: {slope_degenerate:.4f} e a0")
print(f"quadratic 10% too large, pair only: {F10_pair:.1f} V/cm")
print(f"quadratic 10% too large, 2P1/2: {F10_P:.1f} V/cm")
print(f"quadratic 10% too large, 2S1/2: {F10_S:.1f} V/cm")
print(f"overestimate at F_c, pair only: {100 * pair_overestimate(F_c):.1f} %")
print(f"overestimate at 500 V/cm, 2P1/2: {100 * overestimate(500., 0):.1f} %")
print(f"overestimate at 500 V/cm, 2S1/2: {100 * overestimate(500., 1):.1f} %")
print("Shifts in MHz (F in V/cm; q = quadratic law; slope in e a0)")
print("      F    2P1/2      q(P)    2S1/2     q(S)    2P3/2   3ea0F  slope(P)")
for F in (10., 50., 100., 250., 500., 1000., 5000., 20000.):
    d = shifts(F)
    print(f"{F:7.0f} {d[0]:9.3f} {coef[0] * F * F:10.3f} {d[1]:8.3f} "
          f"{coef[1] * F * F:9.3f} {d[2]:9.3f} {3 * DIP * F:8.1f} "
          f"{slopes(F)[0]:7.4f}")
print(f"Delta/3: {FINE / 3:.1f} MHz; Delta/3 - L: {FINE / 3 - LAMB:.1f} MHz")
print(f"2S-born level at 20000 V/cm: {levels(20000.)[1]:.1f} MHz")
print(f"other shells, 2s sum: {other_2s:.3f} F^2 a.u.")
print(f"other shells, bound: {bound:.1f} F^2 a.u.")
print(f"other shells, bound at 500 V/cm: {bound_500:.4f} MHz")
print(f"2S shift change by 2P width, 50 V/cm: {100 * width_change:.3f} %")
print("done: every assertion held")
```

It prints:

```
Lamb shift L (rough input): 1100 MHz
2P width (rough input): 100 MHz
e a0/h: 1.2795 MHz per V/cm
<2s|z|2p0>: -3.000000 a0
<r^-3> in 2p: 0.041667 a0^-3
fine structure Delta: 10949.3 MHz = 1.6641e-06 hartree
Delta - L: 9849.3 MHz
squared coupling 2S-2P1/2: 3.000000 a0^2
squared coupling 2S-2P3/2: 6.000000 a0^2
coupling sqrt3 e a0/h: 2.2162 MHz per V/cm
crossover field F_c: 248.2 V/cm = 4.826e-08 a.u.
2P1/2 quadratic coefficient: -4.4652 kHz/(V/cm)^2
2P1/2 exponent from 1 to 2 V/cm: 1.99999
2S1/2 quadratic coefficient: 3.4678 kHz/(V/cm)^2
2S1/2 exponent from 1 to 2 V/cm: 1.99998
2P3/2 quadratic coefficient: 0.9974 kHz/(V/cm)^2
2P3/2 exponent from 1 to 2 V/cm: 2.00000
2P3/2 part / 2P1/2 part of 2S shift: -0.2234
lowest slope, L=0, Delta kept: -1.7324 e a0
lowest slope, L=Delta=0: -3.0000 e a0
quadratic 10% too large, pair only: 164.6 V/cm
quadratic 10% too large, 2P1/2: 186.2 V/cm
quadratic 10% too large, 2S1/2: 160.5 V/cm
overestimate at F_c, pair only: 20.7 %
overestimate at 500 V/cm, 2P1/2: 49.0 %
overestimate at 500 V/cm, 2S1/2: 72.3 %
Shifts in MHz (F in V/cm; q = quadratic law; slope in e a0)
      F    2P1/2      q(P)    2S1/2     q(S)    2P3/2   3ea0F  slope(P)
     10    -0.446     -0.447    0.347     0.347     0.100     38.4 -0.0697
     50   -11.074    -11.163    8.581     8.670     2.493    191.9 -0.3435
    100   -43.299    -44.652   33.331    34.678     9.968    383.9 -0.6570
    250  -239.050   -279.074  176.930   216.738    62.120    959.7 -1.3129
    500  -749.110  -1116.297  503.169   866.953   245.941   1919.3 -1.8030
   1000 -2050.738  -4465.186 1104.589  3467.813   946.148   3838.6 -2.2123
   5000 -15828.730 -111629.652 2381.666 86695.328 13447.065  19193.2 -2.8878
  20000 -72802.883 -1786074.437 2538.306 1387125.249 70264.577  76772.7 -2.9913
Delta/3: 3649.8 MHz; Delta/3 - L: 2549.8 MHz
2S-born level at 20000 V/cm: 3638.3 MHz
other shells, 2s sum: -60.000 F^2 a.u.
other shells, bound: 259.2 F^2 a.u.
other shells, bound at 500 V/cm: 0.0161 MHz
2S shift change by 2P width, 50 V/cm: -0.253 %
done: every assertion held
```
